When corrected and uncorrected binding energies bracket the basis limit

Q: I have two binding energies for a hydrogen-bonded complex from the same basis set, one with the counterpoise correction and one without. I am advised to average them. What exactly are the two numbers?

A: Take a complex AB at one fixed geometry, with each monomer frozen at the shape it has in the complex, and count binding as positive. Write E(M; S) for the energy of system M in the functions S, where a and b are the functions centred on A and B. Then

D_raw = E(A; a) + E(B; b) − E(AB; ab)

D_cp = E(A; ab) + E(B; ab) − E(AB; ab).

In D_cp each monomer keeps its partner's functions but not its partner's nuclei or electrons. Let D be the complete-basis limit of the chosen method. Both series tend to it, because a complete set on one monomer gains nothing from further functions. Define two quantities:

δ = D_raw − D_cp (the superposition error)

ε = D − D_cp (the shortfall of the corrected value).

Since D_cp = D − ε and D_raw = D_cp + δ,

D_cp − D = −ε, D_raw − D = δ − ε.

The correction removes δ. It does not remove ε, the error that remains when the complex and both monomers are described in the same finite set.

Q: When does the limit lie between them, and when is the average the best choice?

A: For δ > 0 the limit lies strictly between them when −ε < 0 < δ − ε, which is 0 < ε < δ. The average has the error

(D_raw + D_cp)/2 − D = (δ − ε − ε)/2 = δ/2 − ε.

Put t = ε/δ. In units of δ, the three errors have sizes |t| for the corrected value, |1 − t| for the raw value and |1/2 − t| for the average. The average beats the corrected value when

(1/2 − t)² < t², so 1/4 − t < 0, so t > 1/4.

It beats the raw value when

(1/2 − t)² < (1 − t)², so 1/4 − t < 1 − 2t, so t < 3/4.

Bracketing therefore needs 0 < t < 1, while a winning average needs the narrower window 1/4 < t < 3/4. At t = 1/2 the average is exact. No general principle puts t there.

Q: Is there at least a reason for both δ and ε to be positive?

A: There is a firm reason in one case and partial reasons in the others. In Hartree-Fock theory E(A; ab) is a minimum over a space that contains the one used for E(A; a), provided the lowest solution is found in both. The larger space cannot give a higher energy, so

δ = [E(A; a) − E(A; ab)] + [E(B; b) − E(B; ab)] ≥ 0.

For second-order correlation (MP2), let Φ be the Hartree-Fock determinant, H₀ its zeroth-order Hamiltonian with energy E₀, and V the perturbation. For real functions χ orthogonal to Φ, consider

J[χ] = 2⟨χ|V|Φ⟩ + ⟨χ|H₀ − E₀|χ⟩.

The first-order function χ₁ obeys (H₀ − E₀)χ₁ = −VΦ within the space orthogonal to Φ. Replacing VΦ by this expression and completing the square gives

J[χ] = −⟨χ₁|H₀ − E₀|χ₁⟩ + ⟨χ − χ₁|H₀ − E₀|χ − χ₁⟩.

The first term is the second-order energy. The second is not negative when the virtual orbitals lie above the occupied ones. With Φ fixed, extra virtual functions thus lower the correlation energy. Ghost functions also change the occupied orbitals, however, so a positive correlation part of δ is expected rather than guaranteed.

The same argument makes ε > 0 plausible. For well-separated monomers, correlation between their electrons is a second-order energy gained by binding, and with the occupied orbitals fixed a finite set cannot capture more than the full amount. But ε also contains errors in the electrostatics and in each monomer's response, and nothing above fixes the sign of their sum.

Q: Why should augmented sets be the favourable case?

A: The two errors have different origins. A monomer borrows its partner's functions to repair its own description, so δ depends on how poor that description is and on how well the partner's functions reach the defect. The shortfall ε depends on what the whole set of the complex lacks.

Without diffuse functions a monomer's outer region is poorly described, and the partner supplies functions just there. Then δ can be much larger than ε, t is small, and the average inherits almost half of δ. Augmentation reduces this borrowing and can bring δ down to the size of ε. That makes a good average possible, but it remains a compensation of two errors.

Q: You said both series reach the same limit. Why not extrapolate either one with the usual X⁻³ formula?

A: That depends on where the power comes from. Consider a singlet pair in one spherical orbital φ, in atomic units. Near r₁₂ = 0 the first-order function must cancel the singularity 1/r₁₂. Acting on a function of r₁₂, the kinetic energy of the pair is −∇² in the relative coordinate, and ∇²r₁₂ = 2/r₁₂. A term αr₁₂φφ gives −2α/r₁₂, which must equal −1/r₁₂, so α = 1/2.

Now resolve this cusp into angular momenta. With r< and r> the smaller and larger radius and x the cosine of the angle between the electrons,

1/r₁₂ = Σ_l (r<^l / r>^(l+1)) P_l(x).

Write r₁₂ = (r<² + r>² − 2r<r>x)/r₁₂. The P_l part of xP_(l−1) has coefficient l/(2l−1), and that of xP_(l+1) has coefficient (l+1)/(2l+3). Collecting terms, the coefficient of P_l in r₁₂ is

r<^(l+2)/[(2l+3) r>^(l+1)] − r<^l/[(2l−1) r>^(l−1)].

Set λ = l + 1/2, r> = r e^(u/2) and r< = r e^(−u/2), with u ≥ 0. The coefficients become

for 1/r₁₂: e^(−λu)/r

for r₁₂: r{e^(−(λ+1)u)/[2(λ+1)] − e^(−(λ−1)u)/[2(λ−1)]}.

By the equation for χ₁, the second-order energy −⟨χ₁|H₀ − E₀|χ₁⟩ equals ⟨χ₁|V|Φ⟩. At high l it is governed by the r₁₂ term in χ₁ multiplied by the 1/r₁₂ in V. Different P_l are orthogonal in the angular average, so each l contributes the product of its own two coefficients. At large λ this product is confined to small u, so the orbitals and the volume element may be taken at u = 0. The integral of the product over u is

1/[2(λ+1)(2λ+1)] − 1/[2(λ−1)(2λ−1)] = −3λ/[(λ²−1)(4λ²−1)] → −3/(4λ³).

The angular average of P_l² is 1/(2l+1) = 1/(2λ), which supplies one more inverse power. The energy increment is therefore negative and falls as λ⁻⁴ at leading order. If all shells up to l = X − 1 are saturated, the missing part is proportional to

Σ_(l≥X) (l + 1/2)⁻⁴ ≈ ∫_X^∞ y⁻⁴ dy = 1/(3X³),

because each term is the midpoint estimate of the integral from l to l + 1. At X = 4 the sum is 0.970 of this estimate.

Q: Does a real atom follow that at the low angular momenta we can afford?

A: Approximately. For the free helium atom I computed MP2 correlation with 12 s functions, then added 8 functions of one higher l at a time. The increments for l = 2, 3 and 4 are −0.0864, −0.0252 and −0.0097 eV. The local power in l + 1/2 is 3.66 between the first two and 3.79 between the last two, so it is moving towards 4. These radial sets are not fully saturated: the radially converged increments are larger in size by about 0.0005, 0.0002 and 0.0001 eV, and the two powers become 3.66 and 3.77.

For a molecular complex, X⁻³ is a model carried over from this atomic result. In the sets used below, X = 2, 3 and 4 label the double-, triple- and quadruple-zeta sets, whose highest l is X on fluorine but X − 1 on hydrogen. The shells are not saturated, functions sit on several centres, and part of the binding comes from long-range response, not from electrons meeting at a cusp.

Q: Then why is the corrected series the better candidate for extrapolation?

A: Much of the error inside each monomer cancels in both series. In D_cp the monomers and the complex also use the same functions, so δ is absent and cannot disturb the trend with X. Let c(X) be the correlation part of D_cp. If its remaining error has the cusp form,

c(X) = c − aX⁻³.

Multiply by X³ to get X³c(X) = X³c − a, write the same for Y, and subtract:

c = [X³c(X) − Y³c(Y)]/(X³ − Y³).

The raw correlation part is c(X) + δ_c(X), where δ_c is the correlation part of δ. It follows the same law if δ_c also falls as X⁻³, and otherwise it does not. Since δ_c depends on how the partner's functions happen to overlap the defect, nothing forces that power on it at small X.

Suppose, as a model, that δ_c = bX^(−q) with a, b and q positive. The raw error is bX^(−q) − aX⁻³, and its derivative vanishes when

−qbX^(−q−1) + 3aX⁻⁴ = 0, so X^(q−3) = qb/(3a).

For q ≠ 3 the raw series has a turning point, which may or may not fall in the range of sets used. For q = 3 there is none, and the raw series extrapolates as well as the corrected one. In this model the correlation ratio ε/δ is (a/b)X^(q−3), so a good average need not stay good as X grows. For q < 3 the ratio tends to zero; for q > 3 it eventually exceeds one and bracketing fails.

Q: Show me this on a real complex.

A: Take two HF molecules in a plane, with bonds of 0.92 Å and an F–F distance of 2.75 Å. The donor bond is tilted 7° from the F–F line. The acceptor bond makes an angle of 111° with the direction to the other fluorine, and its hydrogen lies on the opposite side of that line. The method is MP2 with the fluorine 1s electrons uncorrelated, in aug-cc-pVXZ sets, with density-fitted integrals. At X = 2, conventional integrals change the binding energies by less than 0.0001 eV.

The total binding energies are:

X = 2: raw 0.1993 eV, corrected 0.1703 eV, average 0.1848 eV

X = 3: raw 0.2018 eV, corrected 0.1811 eV, average 0.1915 eV

X = 4: raw 0.2001 eV, corrected 0.1891 eV, average 0.1946 eV.

For a reference, extrapolate the corrected correlation parts at X = 3 and 4, which are 0.01954 and 0.02438 eV:

c = (64 × 0.02438 − 27 × 0.01954)/37 = 0.0279 eV.

Adding the corrected Hartree-Fock part at X = 4, 0.1647 eV, gives D ≈ 0.1926 eV, or 0.00708 hartree. This estimates the MP2 limit for rigid monomers. It leaves out higher correlation, core correlation, monomer relaxation and vibration.

Q: Does the average win?

A: Against this reference, all three pairs bracket the limit, but the average wins only at X = 3 and 4. The ratios t are 0.77, 0.56 and 0.32 for X = 2, 3 and 4. The first lies just outside the window: the average is low by 0.0079 eV, while the raw value is high by 0.0066 eV. At X = 3 the average is low by 0.0012 eV, and at X = 4 it is high by 0.0019 eV.

Part of this is built into the reference. The corrected correlation rises from X = 3 to 4, so its extrapolation must lie above the corrected value at X = 4. The informative part of the bracket there is that the raw value lies above the estimate.

Q: And without the diffuse functions?

A: In cc-pVDZ the raw and corrected values are 0.303 and 0.175 eV, and in cc-pVTZ they are 0.237 and 0.180 eV. The limit is still bracketed, but t is only 0.14 and 0.22, and the averages are too high by 0.046 and 0.016 eV. The large change is in δ: at X = 2 it is 0.127 eV without augmentation and 0.029 eV with it. The shortfall ε is not larger in the plain double-zeta set; it is 0.017 eV, against 0.022 eV in the augmented one. That smaller value is itself a cancellation: in cc-pVDZ the corrected Hartree-Fock part is about 0.014 eV above its reference value, while the corrected correlation part is about 0.031 eV below its own. Here augmentation helps the average by reducing δ to the size of ε.

Q: Can you show that ε really comes from missing functions?

A: Put one more set of hydrogen aug-cc-pVTZ functions, without a nucleus, midway between the donor hydrogen and the acceptor fluorine. The corrected X = 3 value rises from 0.1811 to 0.1868 eV, which halves its distance from the reference. These added functions therefore reduce the shortfall measured against this reference. That is not a general rule: going from cc-pVDZ to aug-cc-pVDZ also adds functions, and ε rose from 0.017 to 0.022 eV. The total does not show which part of the description they improve.

Q: Now the extrapolation. Is the corrected series really smooth?

A: It is smoother than the raw one, but it is not a clean X⁻³ series. From X = 2 to 3 to 4 the corrected correlation part changes by +0.0116 and then +0.0048 eV. The raw part changes by +0.0085 and then −0.0022 eV, so it turns back.

The correlation part of δ explains the turn. It is 0.0187, 0.0156 and 0.0086 eV, so it falls by 0.0031 eV in the first step and by 0.0070 eV in the second. The raw steps follow as

0.0116 − 0.0031 = +0.0085 eV

0.0048 − 0.0070 = −0.0022 eV.

The local power of δ_c is 0.45 in the first interval and 2.07 in the second, far from a constant 3.

Prediction gives the same order of merit. Fit X⁻³ to X = 2 and 3 and predict X = 4: the corrected prediction is too low by 0.0020 eV and the raw one too high by 0.0042 eV. When the fitted pair changes from (2,3) to (3,4), the extrapolated correlation part moves from 0.0244 to 0.0279 eV in the corrected series, and from 0.0387 to 0.0314 eV in the raw series.

Q: Is there a way to see the problem without trusting either limit?

A: Yes. The extrapolation formula is linear, so the raw limit minus the corrected limit is the extrapolated δ_c. Its true limit is zero. From X = 3 and 4 one finds

0.0314 − 0.0279 = 0.0035 eV,

and from X = 2 and 3 the result is 0.0143 eV. These residues show directly that δ_c does not follow X⁻³ here. They do not show that the corrected limit is the more accurate one, because an error of its own could partly cancel the residue in the raw limit.

Q: How far should I trust your reference, then?

A: To several thousandths of an eV. A pure X⁻³ series would have a ratio of second step to first of

(1/27 − 1/64)/(1/8 − 1/27) = 0.243,

whereas the corrected series has 0.418. An X^(−3/2) law would give

(0.1925 − 0.1250)/(0.3536 − 0.1925) = 0.419,

which fits all three points. Its remaining correction beyond X = 4 would be

0.00484 × 0.1250/(0.1925 − 0.1250) ≈ 0.009 eV,

and the limit would be about 0.198 eV. I do not propose that power as a law, since the X = 2 set is small and may distort it, but it shows the sensitivity. The raw correlation limit, with the same Hartree-Fock part, gives 0.196 eV.

The Hartree-Fock part adds uncertainty. Its corrected value changes from 0.1616 to 0.1647 eV between X = 3 and 4, and its raw value at X = 4 is still 0.0024 eV higher.

With a limit of 0.196 eV, the average still wins at X = 3 and 4. With 0.198 eV the limit is still bracketed at both, but t is about 0.82 and the raw value wins. Bracketing at X = 3 and 4 thus survives all three estimates, while the superiority of the average does not. All three share the corrected Hartree-Fock part at X = 4, however. With the raw Hartree-Fock part instead, the highest estimate would be about 0.2004 eV, just above the raw total at X = 4, so the bracket there is likely but not secure.

Q: What should I report from my own calculations?

A: Report both series, with the Hartree-Fock and correlation parts separate. Use the average as an estimate when there is evidence that the limit lies between the two values, and quote half the gap, δ/2, as a scale for its uncertainty. A small δ alone is not such evidence. If the limit is bracketed, the error of the average is less than δ/2; if it is not, that bound is lost. At X = 4 here, δ/2 is 0.0055 eV.

For extrapolation, start from the corrected correlation part and look at a third set before trusting the power. Extrapolate the raw part as well: the difference between the two limits is the part of the superposition error that the assumed law fails to remove.
